# Generalised Lyddane-Sachs-Teller relation from poles and zeros of the permittivity: a program that tests the result

```python
"""Generalised Lyddane-Sachs-Teller relation for a cubic polar crystal:
    eps(0) / eps_inf = product over polar modes of (w_LO / w_TO)^2.
eps_inf: clamped-ion electronic relative permittivity.
w_TO: poles of eps(w); w_LO: zeros of eps(w); damping is absent.
The test crystal is a five-ion perovskite cell with model parameters.
Matrices are mass weighted and expressed in wavenumbers squared (cm^-2).
x denotes squared wavenumber. Ion order: A, B, O1, O2, O3;
O1 lies on the B-O chain parallel to the displacement, O2 and O3 do not.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

names = ["A", "B", "O1", "O2", "O3"]
mass_u = np.array([100.0, 50.0, 16.0, 16.0, 16.0])
charge = np.array([2.0, 6.0, -4.0, -2.0, -2.0])
springs = {(0, 1): 10.0, (0, 2): 20.0, (0, 3): 20.0, (0, 4): 20.0,
           (1, 2): 50.0, (1, 3): 80.0, (1, 4): 80.0,
           (2, 3): 10.0, (2, 4): 10.0, (3, 4): 10.0}  # N/m
edge_angstrom = 4.0
eps_inf = 5.0

volume = (edge_angstrom * const.angstrom) ** 3
mass = mass_u * const.atomic_mass
per_cm = 2 * np.pi * const.c * 100.0  # rad/s for one cm^-1
force = np.zeros((5, 5))
for (a, b), k in springs.items():
    force[a, a] += k
    force[b, b] += k
    force[a, b] -= k
    force[b, a] -= k
assert abs(charge.sum()) < 1e-12

dyn = force / np.sqrt(np.outer(mass, mass)) / per_cm**2
z = charge * const.e / np.sqrt(const.epsilon_0 * volume * mass) / per_cm


def eps_response(x):
    """Permittivity from the driven equations of motion, x nonzero."""
    return eps_inf + z @ np.linalg.solve(dyn - x * np.eye(5), z)


def polar_modes(matrix):
    """Squared wavenumbers, vectors and strengths of the polar modes."""
    values, vectors = np.linalg.eigh(matrix)
    strengths = (z @ vectors) ** 2
    keep = strengths > 1e-8 * (z @ z)
    return values[keep], vectors[:, keep], strengths[keep]


# Static permittivity from force balance alone, without any frequency.
displacement_per_field = np.linalg.pinv(force) @ (charge * const.e)
eps_static = eps_inf + (const.e * charge @ displacement_per_field
                        / (const.epsilon_0 * volume))

to2, to_vec, strength = polar_modes(dyn)
dyn_long = dyn + np.outer(z, z) / eps_inf
lo2_eig, lo_vec, _ = polar_modes(dyn_long)
assert len(to2) == len(lo2_eig) == 3 and to2[0] > 1.0

# Zeros of the driven response, one sought above each pole.
tiny = 1e-9
upper = list(to2[1:] * (1 - tiny)) + [100 * to2[-1]]
lo2 = np.array([brentq(eps_response, p * (1 + tiny), u,
                       xtol=1e-9, maxiter=2000)
                for p, u in zip(to2, upper)])
assert np.allclose(lo2, lo2_eig, rtol=1e-8)
assert np.all(to2 < lo2) and np.all(lo2[:-1] < to2[1:])

# Main relation against the force-balance permittivity.
ratios = lo2 / to2
lst_product = np.prod(ratios)
assert np.isclose(lst_product, eps_static / eps_inf, rtol=1e-8)

# Factorised function against the driven response at finite frequency.
probe = np.array([50.0, 250.0, 1000.0, 5000.0])
eps_probe = np.array([eps_response(w**2) for w in probe])
eps_factor = np.array([eps_inf * np.prod((lo2 - w**2) / (to2 - w**2))
                       for w in probe])
assert np.allclose(eps_probe, eps_factor, rtol=1e-7)

# Oscillator strengths recovered from frequencies alone, and trace rule.
strength_from_freq = []
for j in range(3):
    value = eps_inf * (lo2[j] - to2[j])
    for k in range(3):
        if k != j:
            value *= (lo2[k] - to2[j]) / (to2[k] - to2[j])
    strength_from_freq.append(value)
assert np.allclose(strength_from_freq, strength, rtol=1e-6)
assert np.isclose(np.sum(lo2 - to2), z @ z / eps_inf, rtol=1e-8)


def transverse_roots(light):
    """Solve eps*x = light^2, where light = q/(2 pi) in cm^-1."""
    lows = [1e-6] + list(to2 * (1 + tiny))
    highs = list(to2 * (1 - tiny)) + [100 * to2[-1] + light**2]
    return np.array([brentq(lambda x: x * eps_response(x) - light**2,
                            a, b, xtol=1e-9, maxiter=2000)
                     for a, b in zip(lows, highs)])


q_large = 1e8  # 1/m, still small compared with pi/edge
light_large = q_large / (2 * np.pi * 100.0)
assert q_large < 0.05 * np.pi / (edge_angstrom * const.angstrom)
trans_large = np.sqrt(transverse_roots(light_large)[:3])
light_small = 1.0
trans_small = np.sqrt(transverse_roots(light_small)[1:])
assert np.allclose(trans_large, np.sqrt(to2), rtol=1e-3)
assert np.allclose(trans_small, np.sqrt(lo2), rtol=1e-3)

# Full three-dimensional cell: isotropy and an oblique wavevector.
dyn3 = np.zeros((15, 15))
z3 = np.zeros((15, 3))
for axis, order in enumerate([[0, 1, 2, 3, 4], [0, 1, 3, 2, 4],
                              [0, 1, 4, 3, 2]]):
    index = 3 * np.array(order) + axis
    dyn3[np.ix_(index, index)] = dyn
    z3[index, axis] = z
tensor = eps_inf * np.eye(3) + z3.T @ np.linalg.pinv(dyn3, rcond=1e-10) @ z3
assert np.allclose(tensor, eps_static * np.eye(3), atol=1e-7)
direction = np.array([1.0, 2.0, 3.0])
direction /= np.linalg.norm(direction)
z_dir = z3 @ direction
spectrum = np.linalg.eigvalsh(dyn3 + np.outer(z_dir, z_dir) / eps_inf)
expected = np.sort(np.concatenate([np.linalg.eigvalsh(dyn)] * 2
                                  + [np.linalg.eigvalsh(dyn_long)]))
assert np.allclose(spectrum, expected, rtol=1e-8, atol=1e-5)

# A silent mode is common to both matrices.
silent = np.array([0, 0, 0, 1, -1]) / np.sqrt(2)
silent2 = silent @ dyn @ silent
assert np.allclose(dyn @ silent, silent2 * silent, atol=1e-7)
assert np.allclose(dyn_long @ silent, silent2 * silent, atol=1e-7)

# Mixing of modes, and the mistaken product of isolated-mode ratios.
overlap = (to_vec.T @ lo_vec) ** 2
assert np.allclose(overlap.sum(axis=0), 1.0, atol=1e-8)
assert overlap[:, -1].max() < 0.999
isolated2 = to2 + strength / eps_inf
isolated_product = np.prod(isolated2 / to2)
assert isolated_product > 1.01 * lst_product
contribution = strength / to2
assert np.isclose(eps_inf + contribution.sum(), eps_static, rtol=1e-8)

print(f"cell edge = {edge_angstrom:.1f} angstrom")
print(f"eps_inf = {eps_inf:.1f}")
for name, m, q in zip(names, mass_u, charge):
    print(f"ion {name}: mass = {m:.0f} u, charge = {q:+.0f} e")
for (a, b), k in springs.items():
    print(f"spring {names[a]}-{names[b]} = {k:.0f} N/m")
print(f"silent mode = {np.sqrt(silent2):.2f} cm^-1")
for j in range(3):
    print(f"mode {j+1}: TO = {np.sqrt(to2[j]):.2f} cm^-1, "
          f"LO = {np.sqrt(lo2[j]):.2f} cm^-1")
    print(f"  (LO/TO)^2 = {ratios[j]:.5f}")
    print(f"  strength S = {strength[j]:.1f} cm^-2")
    print(f"  contribution S/TO^2 = {contribution[j]:.4f}")
    print(f"  LO if alone = {np.sqrt(isolated2[j]):.2f} cm^-1")
    print(f"  share in highest LO = {overlap[j, -1]:.4f}")
print(f"product of (LO/TO)^2 = {lst_product:.5f}")
print(f"eps(0) from product = {eps_inf * lst_product:.4f}")
print(f"eps(0) from force balance = {eps_static:.4f}")
print(f"mistaken isolated product = {isolated_product:.5f}")
print(f"mistaken eps(0) = {eps_inf * isolated_product:.4f}")
print(f"sum of LO^2 - TO^2 = {np.sum(lo2 - to2):.1f} cm^-2")
for w, value in zip(probe, eps_probe):
    print(f"eps at {w:.0f} cm^-1 = {value:.4f}")
print(f"large q = {q_large:.1e} m^-1, q/(2 pi) = {light_large:.0f} cm^-1")
print("transverse, large q:", np.round(trans_large, 2), "cm^-1")
print(f"small q/(2 pi) = {light_small:.1f} cm^-1")
print("upper transverse, small q:", np.round(trans_small, 2), "cm^-1")
print("checks complete")
```

Running it gives:

```
cell edge = 4.0 angstrom
eps_inf = 5.0
ion A: mass = 100 u, charge = +2 e
ion B: mass = 50 u, charge = +6 e
ion O1: mass = 16 u, charge = -4 e
ion O2: mass = 16 u, charge = -2 e
ion O3: mass = 16 u, charge = -2 e
spring A-B = 10 N/m
spring A-O1 = 20 N/m
spring A-O2 = 20 N/m
spring A-O3 = 20 N/m
spring B-O1 = 50 N/m
spring B-O2 = 80 N/m
spring B-O3 = 80 N/m
spring O1-O2 = 10 N/m
spring O1-O3 = 10 N/m
spring O2-O3 = 10 N/m
silent mode = 371.35 cm^-1
mode 1: TO = 151.00 cm^-1, LO = 153.40 cm^-1
  (LO/TO)^2 = 1.03212
  strength S = 14769.3 cm^-2
  contribution S/TO^2 = 0.6478
  LO if alone = 160.48 cm^-1
  share in highest LO = 0.0046
mode 2: TO = 328.88 cm^-1, LO = 358.78 cm^-1
  (LO/TO)^2 = 1.19008
  strength S = 659792.2 cm^-2
  contribution S/TO^2 = 6.1001
  LO if alone = 490.02 cm^-1
  share in highest LO = 0.3059
mode 3: TO = 409.58 cm^-1, LO = 702.84 cm^-1
  (LO/TO)^2 = 2.94464
  strength S = 1063040.4 cm^-2
  contribution S/TO^2 = 6.3368
  LO if alone = 616.74 cm^-1
  share in highest LO = 0.6895
product of (LO/TO)^2 = 3.61693
eps(0) from product = 18.0846
eps(0) from force balance = 18.0846
mistaken isolated product = 5.68569
mistaken eps(0) = 28.4285
sum of LO^2 - TO^2 = 347520.4 cm^-2
eps at 50 cm^-1 = 18.4046
eps at 250 cm^-1 = 29.1773
eps at 1000 cm^-1 = 2.9678
eps at 5000 cm^-1 = 4.9301
large q = 1.0e+08 m^-1, q/(2 pi) = 159155 cm^-1
transverse, large q: [151.   328.87 409.57] cm^-1
small q/(2 pi) = 1.0 cm^-1
upper transverse, small q: [153.4  358.78 702.84] cm^-1
checks complete
```
